# High-temperature minimum thermal conductivity from half-period Debye vibrations: verification in Python

```python
"""
Result under test: the high-temperature minimum thermal conductivity
    kappa = (1/2) (pi/6)**(1/3) k_B n**(2/3) (v_L + 2 v_T)
for Debye vibrations whose mean energy lifetime is half a period, pi/omega.
n: atoms per volume; v_L, v_T: longitudinal and transverse sound speeds;
k_D = (6 pi^2 n)**(1/3): cutoff wave number, with n modes per volume and branch.
All calculations are in SI units; printed values carry their own units.
The example is amorphous antimony with rough or assumed parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

kB, hbar, e = const.k, const.hbar, const.e

# Example inputs: rough typical or assumed values
atomic_mass = 121.76 * const.atomic_mass
mass_density = 6500.0
v_long, v_trans = 3000.0, 1700.0
T_use, T_cold = 300.0, 100.0
thickness = 5e-9
interface_conductance = 1e8
rho_amorphous, rho_crystal = 1e-3, 5e-7

n = mass_density / atomic_mass
k_D = (6 * np.pi**2 * n) ** (1 / 3)


def branch_limit(speed):
    """High-temperature conductivity of one branch, derived formula."""
    return 0.5 * (np.pi / 6) ** (1 / 3) * kB * n ** (2 / 3) * speed


def reduction(X):
    """Finite-temperature conductivity over its limit; X = cutoff energy/(kB T)."""
    integral = quad(lambda x: x * (x / 2 / np.sinh(x / 2)) ** 2, 0, X)[0]
    return 2 * integral / X**2


def cutoff_ratio(speed, T):
    return hbar * speed * k_D / (kB * T)


def kappa_at(T):
    return sum(w * branch_limit(v) * reduction(cutoff_ratio(v, T))
               for w, v in ((1, v_long), (2, v_trans)))


# Random flights with unit speed and unit mean lifetime
rng = np.random.default_rng(7)


def flight_diffusivity(durations):
    ends = np.cumsum(durations, axis=1)
    assert ends[:, -1].min() > 40
    starts = ends - durations
    cosines = rng.uniform(-1, 1, durations.shape)
    spread = []
    for t in (20.0, 40.0):
        time_flown = np.clip(t - starts, 0, durations)
        spread.append(np.mean(np.sum(cosines * time_flown, axis=1) ** 2))
    return (spread[1] - spread[0]) / (2 * 20.0)


D_exponential = flight_diffusivity(rng.exponential(1.0, (40000, 100)))
D_fixed = flight_diffusivity(np.ones((40000, 50)))
# Sampling error is about 1.2 percent; 5 percent is about four deviations
assert abs(D_exponential * 3 - 1) < 0.05
assert abs(D_fixed * 6 - 1) < 0.05

# Explicit allowed wave vectors of a periodic cube containing 100^3 atoms
N_atoms = 100**3
box = (N_atoms / n) ** (1 / 3)
m = np.arange(-64, 65)
mx, my, mz = np.meshgrid(m, m, m, indexing="ij", sparse=True)
m_squared = mx**2 + my**2 + mz**2
inside = m_squared <= (k_D * box / (2 * np.pi)) ** 2
N_modes = int(inside.sum())
assert abs(N_modes / N_atoms - 1) < 2e-3
inside &= m_squared > 0
k = 2 * np.pi / box * np.sqrt(m_squared[inside])
kx = 2 * np.pi / box * np.broadcast_to(mx, inside.shape)[inside]


def bose_energy(omega, T):
    return hbar * omega / np.expm1(hbar * omega / (kB * T))


def mode_sum(dispersion, T, fraction=1.0):
    """Conductivity of one branch by summing modes with k < fraction*k_D."""
    chosen = k <= fraction * k_D
    q, qx = k[chosen], kx[chosen]
    omega = dispersion(q)
    dk, dT = 1e-4 * k_D, 1e-3 * T
    group = (dispersion(q + dk) - dispersion(q - dk)) / (2 * dk)
    heat = (bose_energy(omega, T + dT) - bose_energy(omega, T - dT)) / (2 * dT)
    return np.sum(heat * (group * qx / q) ** 2 * np.pi / omega) / box**3


def linear(speed):
    return lambda q: speed * q


def bending(speed):
    """Branch with the same sound speed and zero group speed at k_D."""
    return lambda q: speed * 2 * k_D / np.pi * np.sin(np.pi * q / (2 * k_D))


# Lattice-point fluctuations at the cutoff sphere set the 2e-3 tolerance
T_high = 20000.0
kappa_limit = branch_limit(v_long) + 2 * branch_limit(v_trans)
sum_limit = mode_sum(linear(v_long), T_high) + 2 * mode_sum(linear(v_trans), T_high)
assert abs(sum_limit / kappa_limit - 1) < 2e-3
for T in (T_cold, T_use):
    direct = mode_sum(linear(v_long), T) + 2 * mode_sum(linear(v_trans), T)
    assert abs(direct / kappa_at(T) - 1) < 3e-3

# Small-X expansion, including its second correction
X = 0.5
assert abs((reduction(X) - 1 + X**2 / 24) * 720 / X**4 - 1) < 0.03
ladder = [kappa_at(T) for T in (30, 100, 300, 1000)] + [kappa_limit]
assert np.all(np.diff(ladder) > 0)

# Share of heat carried below a fraction of the cutoff
part = mode_sum(linear(v_long), T_high, 0.3) / mode_sum(linear(v_long), T_high)
assert abs(part / 0.3**2 - 1) < 0.01

# Effect of bending branches, by quadrature and by explicit modes
bend_ratio = np.pi * quad(lambda q: q**2 * np.cos(np.pi * q / 2) ** 2
                         / np.sin(np.pi * q / 2), 0, 1)[0]
bend_sum = mode_sum(bending(v_long), T_high) / branch_limit(v_long)
assert abs(bend_sum / bend_ratio - 1) < 5e-3

# Sizes of the neglected effects
kappa_use = kappa_at(T_use)
series_loss = sum(w * v * cutoff_ratio(v, T_use) ** 2 / 24
                  for w, v in ((1, v_long), (2, v_trans))) / (v_long + 2 * v_trans)
film_share = (np.pi / (k_D * thickness)) ** 2
long_band, lifetime_factor = 0.1, 10.0
long_gain = (lifetime_factor - 1) * long_band**2
lorenz = np.pi**2 / 3 * (kB / e) ** 2
film_resistance = thickness / kappa_use
contact_resistance = 1 / interface_conductance
kappa_film = thickness / (film_resistance + 2 * contact_resistance)
to_atomic_scale = 1 / e * 1e-12 * 1e-10


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (antimony, rough or assumed)")
show("mass density", mass_density / 1000, "g/cm3")
show("atomic mass", atomic_mass / const.atomic_mass, "u", 5)
show("longitudinal sound speed", v_long / 1000, "km/s")
show("transverse sound speed", v_trans / 1000, "km/s")
show("temperature of use", T_use, "K")
show("film thickness", thickness * 1e9, "nm")
print("MODEL")
show("prefactor (1/2)(pi/6)^(1/3)", 0.5 * (np.pi / 6) ** (1 / 3))
show("atom density n", n * 1e-27, "nm^-3")
show("atomic spacing n^(-1/3)", n ** (-1 / 3) * 1e9, "nm")
show("cutoff wave number", k_D * 1e-9, "nm^-1")
show("shortest mean free path", np.pi / k_D * 1e9, "nm")
for name, v in (("longitudinal", v_long), ("transverse", v_trans)):
    show(f"{name} cutoff energy", hbar * v * k_D / e, "eV")
    show(f"{name} Debye temperature", hbar * v * k_D / kB, "K")
    show(f"{name} lifetime at cutoff", np.pi / (v * k_D) * 1e12, "ps")
    show(f"{name} kappa limit, one branch", branch_limit(v), "W/(m K)")
show("kappa, high-temperature limit", kappa_limit, "W/(m K)")
show("same, converted", kappa_limit * to_atomic_scale, "eV/(ps angstrom K)")
show("kappa at 300 K, quantum heat capacity", kappa_use, "W/(m K)")
show("kappa at 100 K, quantum heat capacity", kappa_at(T_cold), "W/(m K)")
print("TESTS")
show("modes counted per atom and branch", N_modes / N_atoms, "", 6)
show("explicit mode sum / limit formula", sum_limit / kappa_limit, "", 6)
show("diffusivity/(v^2 tau), exponential lifetimes", D_exponential)
show("diffusivity/(v^2 tau), fixed lifetimes", D_fixed)
show("heat share below 0.3 of cutoff, mode sum", part)
print("NEGLECTED EFFECTS")
show("quantum loss at 300 K", 100 * (1 - kappa_use / kappa_limit), "%", 3)
show("quantum loss at 300 K, first term", 100 * series_loss, "%", 3)
show("kappa ratio with sine dispersion", bend_ratio)
show("kappa limit with sine dispersion", bend_ratio * kappa_limit, "W/(m K)")
show("gain if lowest tenth lives 10 times longer", 100 * long_gain, "%", 3)
show("heat share with free path above thickness", 100 * film_share, "%", 3)
show("film thermal resistance", film_resistance * 1e9, "m2 K/GW")
show("assumed interface conductance", interface_conductance / 1e6, "MW/(m2 K)")
show("resistance of one interface", contact_resistance * 1e9, "m2 K/GW")
show("effective kappa with two interfaces", kappa_film, "W/(m K)")
show("assumed amorphous resistivity", rho_amorphous * 100, "ohm cm")
show("electronic kappa, amorphous", lorenz * T_use / rho_amorphous, "W/(m K)", 2)
show("rough crystalline resistivity", rho_crystal * 100, "ohm cm")
show("electronic kappa, crystalline", lorenz * T_use / rho_crystal, "W/(m K)", 2)
show("resistivity for equal electron and lattice heat",
     lorenz * T_use / kappa_use * 100, "ohm cm", 2)
print("tests ok")
```

It prints:

```
INPUTS (antimony, rough or assumed)
mass density: 6.5 g/cm3
atomic mass: 121.76 u
longitudinal sound speed: 3 km/s
transverse sound speed: 1.7 km/s
temperature of use: 300 K
film thickness: 5 nm
MODEL
prefactor (1/2)(pi/6)^(1/3): 0.403
atom density n: 32.15 nm^-3
atomic spacing n^(-1/3): 0.3145 nm
cutoff wave number: 12.39 nm^-1
shortest mean free path: 0.2535 nm
longitudinal cutoff energy: 0.02447 eV
longitudinal Debye temperature: 284 K
longitudinal lifetime at cutoff: 0.08449 ps
longitudinal kappa limit, one branch: 0.1688 W/(m K)
transverse cutoff energy: 0.01387 eV
transverse Debye temperature: 160.9 K
transverse lifetime at cutoff: 0.1491 ps
transverse kappa limit, one branch: 0.09563 W/(m K)
kappa, high-temperature limit: 0.36 W/(m K)
same, converted: 0.0002247 eV/(ps angstrom K)
kappa at 300 K, quantum heat capacity: 0.3516 W/(m K)
kappa at 100 K, quantum heat capacity: 0.2966 W/(m K)
TESTS
modes counted per atom and branch: 0.999665
explicit mode sum / limit formula: 0.999654
diffusivity/(v^2 tau), exponential lifetimes: 0.3368
diffusivity/(v^2 tau), fixed lifetimes: 0.1654
heat share below 0.3 of cutoff, mode sum: 0.09009
NEGLECTED EFFECTS
quantum loss at 300 K: 2.33 %
quantum loss at 300 K, first term: 2.39 %
kappa ratio with sine dispersion: 0.3294
kappa limit with sine dispersion: 0.1186 W/(m K)
gain if lowest tenth lives 10 times longer: 9 %
heat share with free path above thickness: 0.257 %
film thermal resistance: 14.22 m2 K/GW
assumed interface conductance: 100 MW/(m2 K)
resistance of one interface: 10 m2 K/GW
effective kappa with two interfaces: 0.1461 W/(m K)
assumed amorphous resistivity: 0.1 ohm cm
electronic kappa, amorphous: 0.0073 W/(m K)
rough crystalline resistivity: 5e-05 ohm cm
electronic kappa, crystalline: 15 W/(m K)
resistivity for equal electron and lattice heat: 0.0021 ohm cm
tests ok
```
